\section*{Strain-Balanced Substrate Lattice Constant of a Two-Material Superlattice}

\section*{What has to balance}

\textbf{Q.} I want to grow many periods of two materials on one substrate without building up stress. One material is too small for the substrate and the other too large. Surely the substrate should have the thickness-weighted mean of the two lattice constants. Why should elastic constants enter?

\textbf{A.} The thickness-weighted mean balances strains, to first order in the misfit. Stress is what bends the wafer, and a stiff layer exerts more stress than a soft one at the same strain. We need to know how much force each layer exerts.

Let both materials be cubic, grown on (001) planes. Material $i=1,2$ has free lattice constant $a_i$ and $n_i$ cells per period, so its unstrained thickness is $t_i=n_ia_i$. Its elastic constants are $C_{11,i}$ and $C_{12,i}$. The layers are coherent: no dislocations are present, and both take the in-plane lattice constant $a_0$ of the substrate. The in-plane strain is then
\begin{equation}
\varepsilon_i=\frac{a_0}{a_i}-1=\frac{a_0-a_i}{a_i}.
\end{equation}
Tension is positive. The algebra is in atomic units; since it contains no unit-dependent constants, any consistent units may be inserted later. Interface stress is left out at first. All lattice and elastic constants refer to the temperature at which balance is wanted.

\textbf{Q.} Each layer is stretched along two directions but is free along the third. Which stiffness applies?

\textbf{A.} Write $e_x,e_y,e_z$ for the stretches minus one along the cube axes. I take the energy per unstrained volume to be quadratic in them:
\begin{equation}
w=\tfrac12C_{11}(e_x^2+e_y^2+e_z^2)+C_{12}(e_xe_y+e_ye_z+e_ze_x).
\end{equation}
No shear occurs, so $C_{44}$ is absent. The top surface carries no traction, and equilibrium along $z$ carries this condition down through the flat layers. Hence $\sigma_{zz}=0$, which means $\partial w/\partial e_z=0$. With $e_x=e_y=\varepsilon$,
\begin{equation}
C_{11}e_z+2C_{12}\varepsilon=0,\qquad e_z=-\frac{2C_{12}}{C_{11}}\varepsilon .
\end{equation}
Substitution gives
\begin{align}
w&=(C_{11}+C_{12})\varepsilon^2+\tfrac12C_{11}e_z^2+2C_{12}\varepsilon e_z\nonumber\\
&=\left(C_{11}+C_{12}+\frac{2C_{12}^2}{C_{11}}-\frac{4C_{12}^2}{C_{11}}\right)\varepsilon^2
=M\varepsilon^2,
\end{align}
where the biaxial modulus is
\begin{equation}
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}.
\end{equation}
The factored form shows that $M>0$ for an elastically stable cubic crystal, for which all three factors are positive.

\section*{From layer stress to the balance point}

\textbf{Q.} The stress is then $M\varepsilon$, and you multiply by thickness. But do you use the strained or the unstrained thickness?

\textbf{A.} The true, or Cauchy, stress is force per actual area, so its average needs actual thicknesses. To keep the areas straight, follow a column of fixed atoms, one cell by one cell in the plane and $n_i$ cells high in layer $i$. Its unstrained volume is $n_ia_i^3$. Let its actual sides be $L_x,L_y$ and its height $h_i$. Stretching $L_x$ alone does work against a force on a face of area $L_yh_i$:
\begin{equation}
\frac{\partial E_i}{\partial L_x}=\sigma_iL_yh_i .
\end{equation}
The energy is $E_i=n_ia_i^3w_i$, and $e_x=L_x/a_i-1$, so
\begin{equation}
\frac{\partial E_i}{\partial L_x}=n_ia_i^2\frac{\partial w_i}{\partial e_x}.
\end{equation}
At $e_x=e_y=\varepsilon_i$, with the relaxed normal strain,
\begin{equation}
\frac{\partial w_i}{\partial e_x}=C_{11,i}\varepsilon_i+C_{12,i}(\varepsilon_i+e_{z,i})=M_i\varepsilon_i .
\end{equation}
Now set $L_x=L_y=a_0$. The force per unit length of film edge is
\begin{equation}
f_i=h_i\sigma_i=\frac{n_ia_i^2M_i\varepsilon_i}{a_0}
=\frac{t_iM_i(a_0-a_i)}{a_0}.
\label{force}
\end{equation}
The last step uses $n_ia_i=t_i$ and $a_i\varepsilon_i=a_0-a_i$. The unstrained thickness appears although the stress acts on the actual one, $h_i=t_i(1+e_{z,i})$.

\textbf{Q.} Then finish it. What substrate makes the average vanish?

\textbf{A.} The average stress is
\begin{equation}
\bar\sigma=\frac{h_1\sigma_1+h_2\sigma_2}{h_1+h_2}=\frac{f_1+f_2}{h_1+h_2}.
\end{equation}
It vanishes when $f_1+f_2=0$. The common factor $1/a_0$ drops out of this condition:
\begin{equation}
M_1t_1(a_0-a_1)+M_2t_2(a_0-a_2)=0.
\end{equation}
Collecting the terms in $a_0$ gives the balance point
\begin{equation}
a^*=\frac{M_1t_1a_1+M_2t_2a_2}{M_1t_1+M_2t_2}.
\label{astar}
\end{equation}
It is again a weighted mean, but each weight is a stiffness times a thickness.

\textbf{Q.} Someone else would minimize the elastic energy. Is that a different criterion?

\textbf{A.} Not if the energy is counted for the same atoms. The layers share the number of in-plane cells, so the energies of the two parts of the column add:
\begin{equation}
E(a_0)=\sum_i n_ia_i^3M_i\varepsilon_i^2=\sum_i t_iM_i(a_0-a_i)^2.
\label{energy}
\end{equation}
Increasing $a_0$ stretches both sides of the column, and by symmetry each side contributes equally. The heights are relaxed, so their change adds nothing to first order. Therefore
\begin{equation}
\frac{dE}{da_0}=2\sum_i\frac{\partial E_i}{\partial L_x}=2a_0\sum_i f_i .
\label{equiv}
\end{equation}
Zero average stress and stationary energy are the same condition. For the quadratic energy the stationary point is a minimum, as completing the square shows:
\begin{equation}
E(a_0)=(M_1t_1+M_2t_2)\left[(a_0-a^*)^2+V\right].
\end{equation}
Here $p_i=M_it_i/(M_1t_1+M_2t_2)$ and $V=\sum_ip_i(a_i-a^*)^2$. Since $a_1-a^*=p_2(a_1-a_2)$ and $a_2-a^*=-p_1(a_1-a_2)$,
\begin{equation}
V=(p_1p_2^2+p_2p_1^2)(a_1-a_2)^2=p_1p_2(a_1-a_2)^2,
\end{equation}
because $p_1+p_2=1$. The term with $V$ is energy that no choice of substrate removes. The layers remain strained at balance, so coherence can still fail within a single layer that is too thick.

\section*{How far the plain mean is off}

\textbf{Q.} Show me the elastic correction itself, not two formulas that I have to compare by eye.

\textbf{A.} Let $\bar a=(t_1a_1+t_2a_2)/(t_1+t_2)$. Over the common denominator $(t_1+t_2)(M_1t_1+M_2t_2)$, the numerator of $a^*-\bar a$ is
\begin{align}
&(M_1t_1a_1+M_2t_2a_2)(t_1+t_2)-(t_1a_1+t_2a_2)(M_1t_1+M_2t_2)\nonumber\\
&\quad=t_1t_2\,(M_1a_1+M_2a_2-M_2a_1-M_1a_2).
\end{align}
The terms in $t_1^2$ and $t_2^2$ have cancelled. The bracket factors, so
\begin{equation}
a^*-\bar a=\frac{t_1t_2(M_1-M_2)(a_1-a_2)}{(t_1+t_2)(M_1t_1+M_2t_2)}.
\label{shift}
\end{equation}
The balance point moves from the plain mean toward the lattice constant of the stiffer material. If $M_1\gg M_2$ at fixed thicknesses, $a^*$ tends to $a_1$. If $t_2\to0$, both means tend to $a_1$ and the correction disappears in proportion to $t_2$.

Within the quadratic energy, with the mean weighted by unstrained thicknesses, and for two layers of nonzero thickness with $a_1\ne a_2$, the plain mean is right if and only if $M_1=M_2$. The separate elastic constants need not agree.

\textbf{Q.} Give me a case with numbers.

\textbf{A.} I use round model parameters that stand for no particular material. Both layers have ten cells per period. Layer 1 has $a_1=5.40$~\AA, $C_{11}=0.90$ and $C_{12}=0.40$~eV/\AA$^3$. Layer 2 has $a_2=5.60$~\AA, $C_{11}=0.60$ and $C_{12}=0.30$~eV/\AA$^3$. The thicknesses are $54.0$ and $56.0$~\AA. In eV/\AA$^3$, the moduli are
\begin{align}
M_1&=0.90+0.40-\frac{2(0.40)^2}{0.90}=0.9444,\\
M_2&=0.60+0.30-\frac{2(0.30)^2}{0.60}=0.6000.
\end{align}
Thus $M_1t_1=51.0$ and $M_2t_2=33.6$~eV/\AA$^2$. In \AA,
\begin{align}
a^*&=\frac{51.0(5.40)+33.6(5.60)}{51.0+33.6}=5.4794,\\
\bar a&=\frac{54.0(5.40)+56.0(5.60)}{54.0+56.0}=5.5018.
\end{align}
The balance point is $10.355$~bohr. The correction is $-0.0224$~\AA, or $-0.0423$~bohr, about 11\% of the difference between the two free lattice constants.

A numerical relaxation of the full three-dimensional energy, with $a_0$ and both layer heights free, gives the same balance point to the printed digits. In a second test, layer 2 was given $C_{11}=0.84277$ and $C_{12}=0.25$~eV/\AA$^3$, which makes $M_2=M_1$ although the separate constants differ. The relaxed balance point then returned to $\bar a$.

\textbf{Q.} Are the two stresses equal and opposite at $a^*$?

\textbf{A.} The forces are, but the stresses are not. The in-plane strains are $1.47\%$ and $-2.15\%$. The normal strains are $-1.31\%$ and $2.15\%$, so the actual thicknesses become $53.29$ and $57.21$~\AA. The forces per length are $\pm0.7393$~eV/\AA$^2$, which gives
\begin{equation}
\sigma_1=\frac{0.7393}{53.29}=0.0139,\qquad
\sigma_2=-\frac{0.7393}{57.21}=-0.0129
\end{equation}
in eV/\AA$^3$. On a substrate with the plain mean $\bar a$, the average stress is $0.0031$~eV/\AA$^3$, tensile. That is over a fifth of the stress in layer 1 at balance, so the small-looking change in lattice constant matters.

\textbf{Q.} I cannot order a substrate with an arbitrary lattice constant.

\textbf{A.} Then fix the substrate constant $a_s$ and adjust the thicknesses. Setting $a_0=a_s$ in the force balance gives
\begin{equation}
M_1t_1(a_s-a_1)=M_2t_2(a_2-a_s),\qquad
\frac{t_1}{t_2}=\frac{M_2(a_2-a_s)}{M_1(a_s-a_1)}.
\end{equation}
The ratio is positive if $a_s$ lies between $a_1$ and $a_2$; outside that interval both layers pull the same way and no thicknesses balance them. For $a_s=5.50$~\AA\ the two mismatches are both $0.10$~\AA, and
\begin{equation}
\frac{t_1}{t_2}=\frac{0.6000\times0.10}{0.9444\times0.10}=0.635.
\end{equation}
Equal mismatches do not call for equal thicknesses: the stiffer layer must be thinner. This is the ratio of unstrained thicknesses. The normal strains on this substrate are $-1.65\%$ and $+1.79\%$, so the grown layers have $h_1/h_2=0.614$. Whole numbers of atomic planes may allow this ratio to be met only approximately.

\section*{How many digits mean anything}

\textbf{Q.} I would have written the balance as $\sum_iM_it_i\varepsilon_i=0$. That does not give your formula.

\textbf{A.} It gives $a_0=1/\sum_i(p_i/a_i)$. The quantity $M_it_i\varepsilon_i$ is force per unit of the layer's own unstrained edge length, and those lengths differ between the layers. To find the size of the discrepancy, put $d_i=a_i-a^*$. Then $\sum_ip_id_i=0$ and $\sum_ip_id_i^2=V$. Expanding in $d_i/a^*$,
\begin{align}
\sum_i\frac{p_i}{a_i}&=\frac1{a^*}\left(1+\frac{V}{a^{*2}}\right)+\cdots,\\
\sum_i\frac{p_i}{a_i^2}&=\frac1{a^{*2}}\left(1+\frac{3V}{a^{*2}}\right)+\cdots.
\end{align}
The dots stand for terms of third order in the misfit. Your condition therefore gives $a^*-V/a^*$ through second order.

Another variant minimizes $\sum_iM_it_i\varepsilon_i^2$. This assigns both layers the same unstrained area, although a column of fixed atoms has unstrained area $a_i^2$. Its stationary condition is $\sum_iM_it_i(a_0-a_i)/a_i^2=0$, so
\begin{equation}
a_0=\frac{\sum_ip_i/a_i}{\sum_ip_i/a_i^2}
=a^*-\frac{2V}{a^*}+\cdots.
\end{equation}
In the example $V/a^*=0.0017$~\AA. The two variants give $5.4777$ and $5.4760$~\AA, compared with $a^*=5.4794$~\AA.

\textbf{Q.} So yours is right and the others are wrong in the third decimal?

\textbf{A.} Mine is the consistent result for the stated energy. A real crystal has nonlinear elasticity, which enters at that same order. Let $\lambda=1+\varepsilon$ be the stretch, and replace each stretch minus one in $w$ by
\begin{equation}
g_m(\lambda)=\frac{\lambda^m-1}{m}
=\varepsilon+\frac{m-1}{2}\varepsilon^2+\cdots,
\end{equation}
with $g_0=\ln\lambda$. All these laws have the same elastic constants at small strain. The case $m=1$ is the energy used so far, and $m=2$ is the Green strain.

Relaxing the normal strain repeats the earlier algebra with $g_m$ in place of $\varepsilon$, so $w_i=M_ig_m^2$. The equivalence in Eq.~\eqref{equiv} did not use a particular energy law. Differentiating the column energy gives the balance condition
\begin{equation}
\sum_i t_ia_iM_i\,g_m\frac{dg_m}{d\varepsilon_i}=0.
\end{equation}
Through second order,
\begin{equation}
g_m\frac{dg_m}{d\varepsilon}
=\left(\varepsilon+\frac{m-1}{2}\varepsilon^2\right)\bigl[1+(m-1)\varepsilon\bigr]
=\varepsilon+\frac32(m-1)\varepsilon^2 .
\end{equation}
Insert $a_i\varepsilon_i=a_0-a_i$ and divide by $\sum_iM_it_i$:
\begin{equation}
a_0-a^*+\frac32(m-1)\sum_ip_i\frac{(a_0-a_i)^2}{a_i}=0.
\end{equation}
The sum is already of second order, so $a_0$ and the denominator $a_i$ may be replaced there by $a^*$. Hence
\begin{equation}
a_0=a^*-\frac32(m-1)\frac{V}{a^*}+\cdots.
\end{equation}
For the example the estimate is $\pm0.0026$~\AA. Full relaxation gives a change of $+0.0026$~\AA\ for the logarithmic law and $-0.0026$~\AA\ for the Green law.

\textbf{Q.} Then why trust the elastic correction at all?

\textbf{A.} Because, for moduli that stay fixed and differ by a sizeable fraction, it is of first order. Nonlinear terms add contributions of order $\varepsilon_i^2$ to the layer forces, and so move the balance point by an amount of order $(a_1-a_2)^2/a^*$. At fixed moduli and thicknesses the correction in Eq.~\eqref{shift} is linear in $a_1-a_2$. When the misfit was halved, the correction fell by a factor $2.004$, while the changes between elastic laws fell by four within the 5\% tolerance of the test.

Here the correction is $0.022$~\AA\ in size and the change of law matters by $0.003$~\AA. The thickness ratio for a fixed substrate is affected too: each force gains a factor $1+\frac32(m-1)\varepsilon_i$, which moves $0.635$ to about $0.67$ for the logarithmic law and $0.60$ for the Green law. The two trial laws show the order of the nonlinear shift, but they do not bound it for a real crystal, where it can be larger. Without measured or calculated nonlinear elastic constants, I would quote the balance point as $5.48$~\AA\ and treat the last digit as uncertain. If the two moduli differ by a fraction no larger than several times $|a_1-a_2|/a^*$, the second-order terms can be comparable with the elastic correction or larger than it, and Eq.~\eqref{shift} alone does not settle the departure from the plain mean. This is the situation for two compositions of one alloy. There $M_1-M_2$ is roughly proportional to $a_1-a_2$, so the correction is itself of second order and does not outgrow the nonlinear shift as the misfit shrinks. For silicon--germanium pairs, tabulated third-order constants give a nonlinear shift of roughly half the correction, with the opposite sign.

\textbf{Q.} You also left out the interfaces.

\textbf{A.} Suppose each interface adds a constant force per length $g$, positive in tension. There are two interfaces per period, so the balance becomes
\begin{equation}
\frac{(M_1t_1+M_2t_2)(a_0-a^*)}{a_0}+2g=0.
\end{equation}
For a small shift, $a_0$ in the denominator may be replaced by $a^*$:
\begin{equation}
a_0-a^*\simeq-\frac{2ga^*}{M_1t_1+M_2t_2}.
\end{equation}
Tensile interfaces require a smaller substrate constant. The shift grows as the period becomes thinner, since $g$ does not shrink with the layers.

\section*{Does the wafer stay flat?}

\textbf{Q.} At $a^*$ the net force is zero. Then the wafer is flat, whatever the number of periods.

\textbf{A.} Nearly, but zero force does not imply zero moment. Let the substrate have thickness $h_s$ and biaxial modulus $M_s$, and measure $z$ from its midplane toward the film. When released, the plate acquires an added strain $e_0+\kappa z$. This assumes that the deflection of the wafer stays small compared with $h_s$. For a film much thinner than the substrate, neglect the film's own stiffness. The moment of the substrate stress is
\begin{equation}
\int_{-h_s/2}^{h_s/2}M_s(e_0+\kappa z)z\,dz=\frac{M_sh_s^3}{12}\kappa .
\end{equation}
It must cancel the moment $m_f=\int\sigma z\,dz$ of the film stress, so $\kappa=-12m_f/(M_sh_s^3)$. A net film force $F$ acts near $z=h_s/2$, which gives $m_f\simeq Fh_s/2$ and
\begin{equation}
\kappa\simeq-\frac{6F}{M_sh_s^2}.
\end{equation}
A tensile film makes its own side concave, which is negative $\kappa$ here.

At balance $f_2=-f_1$. With layer 1 below layer 2, their centres are separated by $(h_1+h_2)/2$, and one period contributes
\begin{equation}
f_1z_1+f_2z_2=-f_1(z_2-z_1)=-\tfrac12f_1(h_1+h_2),
\end{equation}
wherever it sits in the stack. For $P$ periods,
\begin{equation}
\kappa\simeq\frac{6Pf_1(h_1+h_2)}{M_sh_s^3}.
\end{equation}

\textbf{Q.} Is that residue worth worrying about?

\textbf{A.} Take $P=20$, $h_s=10^6$~\AA\ and $M_s=0.80$~eV/\AA$^3$. On a substrate with the plain mean, $F=6.884$~eV/\AA$^2$ and
\begin{equation}
\kappa\simeq-\frac{6(6.884)}{0.80(10^6)^2}=-5.16\times10^{-11}\ \text{\AA}^{-1}.
\end{equation}
At $a^*$,
\begin{equation}
\kappa\simeq\frac{6(20)(0.7393)(53.29+57.21)}{0.80(10^6)^3}
=1.23\times10^{-14}\ \text{\AA}^{-1}.
\end{equation}
The residue is smaller by a factor of about 4200, because its lever arm is set by the period and not by the substrate thickness. Solving the force and moment balance with the film stiffness included gives $-5.13\times10^{-11}$ and $1.22\times10^{-14}$~\AA$^{-1}$. Both thin-film values are within 0.7\% of these results. In practice the residue is hidden by other errors. The net force is nearly linear in $a_0-a^*$, so missing the balance point by the $0.0026$~\AA\ found between elastic laws gives $|\kappa|\approx6\times10^{-12}$~\AA$^{-1}$, several hundred times the residue, and the stress of the free surface, also left out, can exceed the residue as well. The plain-mean value has two further limits. A wafer of radius $R$ sags by $|\kappa|R^2/2$, which exceeds $h_s$ here for $R=25$~mm, where the small-deflection formula overestimates the curvature. And a stack about $2200$~\AA\ thick with an average misfit of $0.4\%$ is well beyond a typical equilibrium critical thickness, so it may relax by dislocations.

\textbf{Q.} Can I remove even that?

\textbf{A.} Within this plate model, yes. Split layer 1 into two equal halves and put them on either side of layer 2. The stress is then symmetric about the middle of the period, so its moment about that plane vanishes. Since the net force is also zero, the moment vanishes about any other parallel plane. Zero added strain and zero curvature then satisfy both equilibrium conditions, even with the film stiffness included. The plate calculation confirms the cancellation to within its numerical tolerance. The layers inside the flat wafer still carry their opposite stresses; the numerical output lists them for the two-layer period.

\section*{Computed values}
\begin{verbatim}
Layer 1: free lattice constant = 5.40 angstrom
Layer 1: cells per period = 10 (no unit)
Layer 1: unstrained thickness = 54.0 angstrom
Layer 1: C11 = 0.90 eV/angstrom^3
Layer 1: C12 = 0.40 eV/angstrom^3
Layer 1: biaxial modulus M = 0.94444 eV/angstrom^3
Layer 1: M t = 51.000 eV/angstrom^2
Layer 2: free lattice constant = 5.60 angstrom
Layer 2: cells per period = 10 (no unit)
Layer 2: unstrained thickness = 56.0 angstrom
Layer 2: C11 = 0.60 eV/angstrom^3
Layer 2: C12 = 0.30 eV/angstrom^3
Layer 2: biaxial modulus M = 0.60000 eV/angstrom^3
Layer 2: M t = 33.600 eV/angstrom^2
Balance point, formula = 5.479433 angstrom
Balance point, full relaxation = 5.479433 angstrom
Balance point, converted = 10.354627 bohr
Thickness-weighted mean = 5.501818 angstrom
Elastic shift from mean = -0.022386 angstrom
Elastic shift, converted = -0.042303 bohr
Balanced layer 1: in-plane strain = 1.4710 percent
Balanced layer 1: normal strain = -1.3075 percent
Balanced layer 1: strained thickness = 53.2939 angstrom
Balanced layer 1: stress = 0.013873 eV/angstrom^3
Balanced layer 1: force per length = 0.739322 eV/angstrom^2
Balanced layer 2: in-plane strain = -2.1530 percent
Balanced layer 2: normal strain = 2.1530 percent
Balanced layer 2: strained thickness = 57.2057 angstrom
Balanced layer 2: stress = -0.012924 eV/angstrom^3
Balanced layer 2: force per length = -0.739322 eV/angstrom^2
Average stress at plain mean = 0.003127 eV/angstrom^3
Equal-M test: C11 of layer 2 = 0.84277 eV/angstrom^3
Equal-M test: C12 of layer 2 = 0.25 eV/angstrom^3
Equal-M test: balance point = 5.501818 angstrom
Design substrate constant = 5.50 angstrom
Design thickness ratio t1/t2 = 0.63529 (no unit)
Second-order scale V/a_star = 0.001748 angstrom
Change, logarithmic strain law = 0.002626 angstrom
Change, Green strain law (m=2) = -0.002595 angstrom
Elastic shift ratio, full/half misfit = 2.0036 (no unit)
Zero sum of M t strain gives = 5.477698 angstrom
Common-unstrained-area energy gives = 5.475977 angstrom
Number of periods in bending example = 20 (no unit)
Substrate thickness = 1.0e+06 angstrom
Substrate biaxial modulus = 0.80 eV/angstrom^3
Film force at plain mean = 6.88434 eV/angstrom^2
Curvature at plain mean, plate = -5.1299e-11 1/angstrom
Curvature at plain mean, thin film = -5.1633e-11 1/angstrom
Curvature at a_star, plate = 1.2177e-14 1/angstrom
Curvature at a_star, thin film = 1.2254e-14 1/angstrom
\end{verbatim}
